# S terms of three equivalent electrons: no 2S, 4S for odd l: test program

```python
"""
Result under test: three equivalent electrons in a subshell l (configuration
l^3) have no 2S term for any l, and have a 4S term, exactly once, if and only
if l is odd.  Reason: the orbital state of three equal l with total L = 0 is
unique, and exchanging two electrons multiplies it by (-1)^l.

Symbols: m = orbital projection, c[m1,m2,m3] = coefficients of the L = 0
orbital state (array indices run over m = l, l-1, ..., -l), L and S = total
orbital and spin angular momentum, all in units of hbar.
"""
from collections import Counter
from itertools import combinations, permutations, product
from math import sqrt
import numpy as np


def raising(l):
    """Matrix of l+ in the basis m = l, ..., -l."""
    mat = np.zeros((2 * l + 1, 2 * l + 1))
    for i in range(2 * l):
        m = l - i - 1
        mat[i, i + 1] = sqrt(l * (l + 1) - m * (m + 1))
    return mat


def edge_recursion(l):
    """Unnormalized c(l, m, -l-m) for m = -l, ..., 0, first value 1."""
    values = [1.0]
    for m in range(-l, 0):
        ratio = -sqrt((-m) * (2*l + 1 + m) / ((l + m + 1) * (l - m)))
        values.append(values[-1] * ratio)
    return values


def invariant_from_recursion(l):
    """Whole L = 0 state, generated from its m1 = l slice."""
    n = 2 * l + 1
    up = raising(l)
    c = np.zeros((n, n, n))
    for m, value in zip(range(-l, 1), edge_recursion(l)):
        c[0, l - m, 2 * l + m] = value
    for i in range(2 * l):
        c[i + 1] = -(up @ c[i] + c[i] @ up.T) / up[i, i + 1]
    return c / np.linalg.norm(c)


def casimir(plus):
    """J^2 from the real matrix of J+, using Jz = [J+, J-]/2."""
    minus = plus.T
    jz = (plus @ minus - minus @ plus) / 2
    return minus @ plus + jz @ jz + jz


def product_space_raising(l):
    up, one = raising(l), np.eye(2 * l + 1)
    return (np.kron(np.kron(up, one), one) + np.kron(np.kron(one, up), one)
            + np.kron(np.kron(one, one), up))


def permutation_sign(seq):
    return (-1) ** sum(a > b for a, b in combinations(seq, 2))


def lift(h, dets):
    """Matrix of the one-electron operator h between Slater determinants."""
    index = {d: i for i, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for k, q in enumerate(det):
            for p in np.flatnonzero(h[:, q]):
                new = list(det)
                new[k] = int(p)
                if len(set(new)) == len(new):
                    row = index[tuple(sorted(new))]
                    out[row, col] += permutation_sign(new) * h[p, q]
    return out


def zero_space(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return vectors[:, np.abs(values) < 1e-8]


def term_count(weights, L, twice_S):
    """Number of terms (L, S) from the table of (M_L, 2 M_S) weights."""
    return (weights[L, twice_S] - weights[L + 1, twice_S]
            - weights[L, twice_S + 2] + weights[L + 1, twice_S + 2])


def spin_orbitals(l):
    return [(m, s) for s in (1, -1) for m in range(l, -l - 1, -1)]


def weight_table(states):
    return Counter((sum(m for m, s in st), sum(s for m, s in st))
                   for st in states)


# Unique L = 0 state and its exchange sign, by diagonalization of L^2
print("Orbital L=0 states of three equal l (no symmetry imposed)")
for l in range(5):
    n = 2 * l + 1
    null = zero_space(casimir(product_space_raising(l)))
    assert null.shape[1] == 1
    vec = null[:, 0].reshape(n, n, n)
    signs = [np.sum(vec * vec.transpose(axes))
             for axes in ((1, 0, 2), (2, 1, 0), (0, 2, 1))]
    assert np.allclose(signs, (-1) ** l, atol=1e-9)
    overlap = abs(np.sum(vec * invariant_from_recursion(l)))
    assert abs(overlap - 1) < 1e-9
    print(f" l={l}: number {null.shape[1]}, exchange factor {signs[0]:+.3f}")

print("Recursion c(l,m,-l-m), m=-l..0, first value set to 1")
for l in (1, 2, 3):
    print(f" l={l}:", " ".join(f"{x:+.4f}" for x in edge_recursion(l)))

# Permutation symmetry of three spins one half
spin_basis = np.eye(8).reshape(8, 2, 2, 2)
symmetrizer = np.zeros((8, 8))
antisymmetrizer = np.zeros((8, 8))
for perm in permutations(range(3)):
    mat = np.array([b.transpose(perm).ravel() for b in spin_basis]).T
    symmetrizer += mat / 6
    antisymmetrizer += permutation_sign(perm) * mat / 6
sp, one2 = np.array([[0., 1.], [0., 0.]]), np.eye(2)
spin_plus = (np.kron(np.kron(sp, one2), one2)
             + np.kron(np.kron(one2, sp), one2)
             + np.kron(np.kron(one2, one2), sp))
rank_sym = np.linalg.matrix_rank(symmetrizer)
rank_anti = np.linalg.matrix_rank(antisymmetrizer, tol=1e-10)
assert rank_sym == 4 and rank_anti == 0
assert np.allclose(casimir(spin_plus) @ symmetrizer, 3.75 * symmetrizer)
print("Three-spin states: total", len(spin_basis), ", symmetric", rank_sym,
      ", antisymmetric", rank_anti)

# L^2 and S^2 in the complete antisymmetric space
print("L=0 states in the full determinant space of l^3")
for l in range(1, 5):
    n = 2 * l + 1
    dets = list(combinations(range(2 * n), 3))
    L2 = casimir(lift(np.kron(np.eye(2), raising(l)), dets))
    S2 = casimir(lift(np.kron(sp, np.eye(n)), dets))
    null = zero_space(L2)
    assert null.shape[1] == (4 if l % 2 else 0)
    text = "none"
    if null.shape[1]:
        s2_values = np.linalg.eigvalsh(null.T @ S2 @ null)
        assert np.allclose(s2_values, 3.75, atol=1e-8)
        text = f"S(S+1) = {s2_values.mean():.4f}"
    print(f" l={l}: {len(dets)} determinants, L=0: {null.shape[1]}, {text}")

# Counting of determinants by M_L and M_S, also for three holes
print("S terms by counting determinants: l, 2S terms, 4S terms")
for l in range(7):
    orbitals = spin_orbitals(l)
    table = weight_table(combinations(orbitals, 3))
    doublet, quartet = term_count(table, 0, 1), term_count(table, 0, 3)
    assert doublet == 0 and quartet == l % 2
    if l > 0:
        holes = weight_table(combinations(orbitals, 4 * l - 1))
        for L in range(3 * l + 1):
            for twice_S in (1, 3):
                assert (term_count(holes, L, twice_S)
                        == term_count(table, L, twice_S))
    print(f" {l}  {doublet}  {quartet}")

print("All terms of l^3 (number after letter = multiplicity of occurrence)")
letters = "SPDFGHIKLM"
for l, name in ((1, "p"), (2, "d"), (3, "f")):
    table = weight_table(combinations(spin_orbitals(l), 3))
    dimension = 0
    for twice_S, kind in ((3, "quartets"), (1, "doublets")):
        words = []
        for L in range(3 * l + 1):
            number = term_count(table, L, twice_S)
            assert number >= 0
            dimension += number * (2 * L + 1) * (twice_S + 1)
            if number:
                words.append(letters[L] + (str(number) if number > 1 else ""))
        print(f" {name}^3 {kind}:", " ".join(words))
    assert dimension == sum(table.values())

# Three different radial shells with the same l: no Pauli restriction
for l in range(4):
    table = weight_table(product(spin_orbitals(l), repeat=3))
    free_doublet = term_count(table, 0, 1)
    free_quartet = term_count(table, 0, 3)
    assert free_doublet == 2 and free_quartet == 1
print("Three different shells, same l: 2S", free_doublet,
      ", 4S", free_quartet)

# Explicit 4S state of f^3 with all spins up
l = 3
dets = list(combinations(range(2 * l + 1), 3))
null = zero_space(casimir(lift(raising(l), dets)))
assert null.shape[1] == 1
state = null[:, 0]
c = invariant_from_recursion(l)
predicted = np.array([sqrt(6) * c[d] for d in dets])
state = state * np.sign(state @ predicted)
assert np.allclose(state, predicted, atol=1e-9)
assert abs(np.sum(predicted ** 2) - 1) < 1e-9
print("f^3 4S, M_S=3/2: determinant (m1,m2,m3), coefficient, weight")
for det, amplitude in zip(dets, state):
    if abs(amplitude) > 1e-8:
        ms = ",".join(f"{l - i:+d}" if l != i else "0" for i in det)
        print(f" ({ms})  {amplitude:+.6f}  {amplitude ** 2:.6f}")
print(f" sum of weights {np.sum(state ** 2):.6f}")

print("success")
```

Running it gives:

```
Orbital L=0 states of three equal l (no symmetry imposed)
 l=0: number 1, exchange factor +1.000
 l=1: number 1, exchange factor -1.000
 l=2: number 1, exchange factor +1.000
 l=3: number 1, exchange factor -1.000
 l=4: number 1, exchange factor +1.000
Recursion c(l,m,-l-m), m=-l..0, first value set to 1
 l=1: +1.0000 -1.0000
 l=2: +1.0000 -1.2247 +1.0000
 l=3: +1.0000 -1.4142 +1.4142 -1.0000
Three-spin states: total 8 , symmetric 4 , antisymmetric 0
L=0 states in the full determinant space of l^3
 l=1: 20 determinants, L=0: 4, S(S+1) = 3.7500
 l=2: 120 determinants, L=0: 0, none
 l=3: 364 determinants, L=0: 4, S(S+1) = 3.7500
 l=4: 816 determinants, L=0: 0, none
S terms by counting determinants: l, 2S terms, 4S terms
 0  0  0
 1  0  1
 2  0  0
 3  0  1
 4  0  0
 5  0  1
 6  0  0
All terms of l^3 (number after letter = multiplicity of occurrence)
 p^3 quartets: S
 p^3 doublets: P D
 d^3 quartets: P F
 d^3 doublets: P D2 F G H
 f^3 quartets: S D F G I
 f^3 doublets: P D2 F2 G2 H2 I K L
Three different shells, same l: 2S 2 , 4S 1
f^3 4S, M_S=3/2: determinant (m1,m2,m3), coefficient, weight
 (+3,0,-3)  -0.377964  0.142857
 (+3,-1,-2)  +0.534522  0.285714
 (+2,+1,-3)  +0.534522  0.285714
 (+2,0,-2)  -0.377964  0.142857
 (+1,0,-1)  +0.377964  0.142857
 sum of weights 1.000000
success
```
